# Tensile Misfit from Grain Growth in a Clamped Columnar Film

## What is lost if the misfit is omitted

A film-stress calculation that updates the grain size but leaves the stress-free length of the film unchanged predicts no stress from grain growth. For the model film treated below, whose grains grow from 20 nm to 100 nm, it would miss a tension of 0.8 GPa. A calculation that inserts the released volume fraction where a linear strain is required makes a different error: to first order its stress is too large by a factor of two.

Both errors are avoided by asking how long the film would be if it were released from its substrate. A grain boundary takes up more room than perfect crystal holding the same atoms. When growth removes boundaries, the stress-free film becomes shorter, but the substrate holds it at its old length. The misfit in each in-plane direction is

$$
x=\Delta a\left(\frac1{L_0}-\frac1L\right),
$$

where $L_0$ and $L$ are the grain sizes before and after growth, $\Delta a$ is the excess width of one boundary, and positive $x$ means tension.

## Definitions and assumptions

The film is continuous and clamped to a rigid substrate. Its grains are columns of square cross-section that run through the whole thickness, with walls normal to the film plane. Consider a square piece of side $S$, far from the film edges and large enough to contain many grains.

The grain size $L$ is the centre-to-centre distance between neighbouring parallel boundaries, measured in the clamped film. It therefore includes one boundary width. The excess width $\Delta a$ is the in-plane length of a stress-free piece of film containing one boundary, minus the length of perfect crystal holding the same atoms. If the available input is an excess volume per unit boundary area, it has the dimension of length and equals $\Delta a$ when the whole excess lies normal to the boundary.

The misfit is referred to the clamped side:

$$
x=\frac{S-S_{\rm free}}{S}.
$$

Here $S_{\rm free}$ is the side the film would take if released after growth. The derivation assumes that:

- the film is stress-free at grain size $L_0$;
- the numbers of atoms and of atomic layers do not change;
- $\Delta a$ is the same for all boundaries and does not depend on $L$;
- the two in-plane axes are equivalent;
- there is no plastic flow, and no diffusion between the boundaries and the surface.

## Derivation

**Boundary count.** Draw a line of length $S$ parallel to one set of grain edges. It crosses

$$
N_0=\frac S{L_0},\qquad N=\frac SL
$$

boundaries before and after growth. In this geometric model boundaries parallel to the line add no length along it, so each direction involves one of the two sets of walls. A real boundary also carries a tangential interface stress, which can change the stress-free length parallel to it; that contribution is left out here.

**Crystal length.** Let $C$ be the stress-free length of the crystal alone, with the excess widths taken out. Because the film is initially stress-free, its side is the sum of crystal length and excess widths, $S=C+N_0\Delta a$. Hence

$$
C=S-N_0\Delta a=S\left(1-\frac{\Delta a}{L_0}\right).
$$

**Conservation of atoms.** With the number of layers fixed, the number of atoms is proportional to the stress-free crystal area $C^2$. Growth moves atoms from one grain to another but does not change their number, so $C^2$ is conserved. The equivalence of the two axes then makes $C$ itself the same before and after growth. Without that equivalence, atom counting would fix the product of the two crystal lengths but not each length separately.

**Release in thought.** After growth the stress-free film consists of the same crystal length and fewer boundaries:

$$
\begin{aligned}
S_{\rm free}&=C+N\Delta a\\
&=S-N_0\Delta a+N\Delta a\\
&=S-\frac{S\Delta a}{L_0}+\frac{S\Delta a}{L}\\
&=S\left[1-\Delta a\left(\frac1{L_0}-\frac1L\right)\right].
\end{aligned}
$$

Subtracting this from $S$ and dividing by $S$ gives

$$
\boxed{x=\Delta a\left(\frac1{L_0}-\frac1L\right)}
$$

For $\Delta a>0$ and $L>L_0$ the bracket is positive. The released film would be shorter than the substrate allows, so the clamped film is stretched. Within this geometric model no small quantity has been neglected. Approximations enter when the misfit is converted into a stress.

## The factor of two in the excess volume

The same result can be reached from the boundary area. A column of height $h$ has four walls of area $Lh$, each shared by two columns. It therefore owns a wall area $2Lh$ in a volume $L^2h$, and the boundary area per volume is

$$
\frac{2Lh}{L^2h}=\frac2L.
$$

Multiplying its decrease by $\Delta a$ gives the released fraction of volume. At a fixed number of layers this is also the released fraction of film area, to first order:

$$
\Delta a\left(\frac2{L_0}-\frac2L\right)=2x.
$$

An area strain is the sum of two equal linear strains at this order, so each axis receives $x$. The exact area fraction in the geometric model follows from $S_{\rm free}=S(1-x)$:

$$
1-\frac{S_{\rm free}^2}{S^2}=1-(1-x)^2=2x-x^2.
$$

The square model also assigns an area $\Delta a^2$ to each crossing of two boundaries. A real junction may have a different excess. There is one junction per column, so the number of junctions per film area falls by $1/L_0^2-1/L^2$. If the difference is of order $\Delta a^2$ per junction, it changes the released area fraction by order $\Delta a^2(1/L_0^2-1/L^2)$. Dividing by the main term $2\Delta a(1/L_0-1/L)$ leaves $\tfrac12\Delta a(1/L_0+1/L)$, so the change is smaller than the main term by a factor of order $\Delta a/L_0$ for any amount of growth.

## From misfit to stress

**Which strain is meant.** The misfit is a fraction of the clamped side, whereas elastic strain is a fraction of a stress-free length. If the boundaries keep their widths, the crystal in the clamped film must fill $S-N\Delta a$. Its stress-free length is $C=S-N_0\Delta a$, so its elongation is

$$
(S-N\Delta a)-(S-N_0\Delta a)=(N_0-N)\Delta a=Sx.
$$

Dividing by $C$ gives the crystal strain

$$
\varepsilon_{\rm c}=\frac{Sx}{S(1-\Delta a/L_0)}
=\frac{x}{1-\Delta a/L_0}.
$$

It equals $x$ at leading order in $\Delta a/L_0$.

**Biaxial stress.** Treat the film as elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$. The top surface is free, so $\sigma_{zz}=0$. The in-plane stresses are equal, $\sigma_{xx}=\sigma_{yy}=\sigma$. Hooke's law gives the in-plane strain

$$
\varepsilon=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}E
=\frac{(1-\nu)\sigma}{E}.
$$

Setting $\varepsilon=x$ at leading order and solving for the stress,

$$
\sigma=Mx,\qquad M=\frac E{1-\nu}.
$$

The film also becomes thinner elastically:

$$
\varepsilon_{zz}=\frac{\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})}{E}
=-\frac{2\nu\sigma}{E}.
$$

This thinning is a change of layer spacing, not of the number of layers. It is compatible with the conservation condition used above.

If the film already carries an equal biaxial stress $\sigma_0$ at $L_0$, linear superposition gives $\sigma=\sigma_0+Mx$.

## Use in a calculation

**Time stepping.** With $S$, $\Delta a$ and the atom count fixed, differentiate the misfit with respect to time. The term $1/L_0$ is constant, and the derivative of $-1/L$ is $\dot L/L^2$:

$$
\dot x=\frac{\Delta a}{L^2}\dot L.
$$

For a finite step from $L_i$ to $L_{i+1}$, the increment $\Delta a(1/L_i-1/L_{i+1})$ is preferable to a product of rate and time step. Successive increments then cancel at their common end points, and their sum depends on the first and last grain sizes alone.

**Unequal spacings.** Suppose the boundaries still run straight across the film but are unequally spaced. The derivation uses their number, so $1/L$ must be replaced by $N/S$. The corresponding grain size is the arithmetic mean spacing $S/N$. Averaging the reciprocals of the individual spacings would give a different quantity. The rule holds for walls normal to the two axes. In an isotropic network of columns, a wall of length $\ell$ whose normal has component $n$ along the line contributes $\Delta a\,\ell n^2$ to the misfit but $\ell|n|$ to the count of crossings. The orientation averages are $1/2$ and $2/\pi$, so the misfit is $\pi/4$ times $\Delta a$ times the decrease of $N/S$. The form that carries over is half the decrease of boundary area per volume, multiplied by $\Delta a$.

**Changing boundary structure.** If the mean excess width changes from $\Delta a_0$ to $\Delta a_1$ during growth, the two length balances are $S=C+N_0\Delta a_0$ and $S_{\rm free}=C+N\Delta a_1$. Subtracting them and dividing by $S$ gives

$$
x=\frac{\Delta a_0}{L_0}-\frac{\Delta a_1}{L}.
$$

The change matters most when the final grains are still small. If $\Delta a_1/L>\Delta a_0/L_0$, the misfit is compressive even though the grains have grown.

**Inverting the result.** For a film that starts stress-free and remains elastic, $\sigma=M\Delta a(1/L_0-1/L)$ can be solved for the final size:

$$
\frac1L=\frac1{L_0}-\frac{\sigma}{M\Delta a}.
$$

A finite positive $L$ requires $\sigma<M\Delta a/L_0$. Within this linear relation, a larger tension cannot be explained by the mechanism with the chosen parameters. The bound has only the leading-order accuracy of $\sigma=Mx$, so a tension slightly above it does not rule the mechanism out.

## Limits and sensitivity

For a small increase $L=L_0+\delta$,

$$
x=\Delta a\,\frac{L-L_0}{L_0L}
=\Delta a\,\frac{\delta}{L_0(L_0+\delta)}
\simeq\frac{\Delta a\,\delta}{L_0^2},
\qquad \delta\ll L_0.
$$

A given increase in size therefore has the largest effect in a fine-grained film.

For very large final grains $1/L$ vanishes, and

$$
x_\infty=\frac{\Delta a}{L_0},\qquad
\frac{x}{x_\infty}=1-\frac{L_0}{L}.
$$

The misfit saturates because the initial film contains a finite number of boundaries to remove. Doubling the grain size already produces half of the limiting value.

The initial size usually needs the more careful measurement. Differentiating $x$ with respect to each size and dividing by $x$ gives, for small errors,

$$
\frac{\delta x}{x}=
-\frac{1}{1-L_0/L}\frac{\delta L_0}{L_0}
+\frac{L_0/L}{1-L_0/L}\frac{\delta L}{L}.
$$

The first coefficient is larger in magnitude than the second by the factor $L/L_0$.

## Worked example

The parameters are round model values and represent no particular material: $\Delta a=0.1$ nm, $L_0=20$ nm, $L=100$ nm, $S=2000$ nm, $E=150$ GPa and $\nu=0.25$. The stress is proportional to $\Delta a$, and excess volumes reported for boundaries in common metals are typically a few hundredths of a nanometre; with $\Delta a=0.03$ nm the same growth would give 0.24 GPa.

The boundary counts along one side are

$$
N_0=\frac{2000}{20}=100,\qquad N=\frac{2000}{100}=20.
$$

The stress-free crystal length is $C=2000-100(0.1)=1990$ nm. After growth the released side would be

$$
S_{\rm free}=1990+20(0.1)=1992\ {\rm nm}.
$$

The film is 8 nm too short for its substrate, so

$$
x=\frac{8}{2000}=0.0040=0.40\%.
$$

The direct formula gives the same value, $0.1(0.05-0.01)=0.0040$. The crystal strain with rigid boundaries is $8/1990=0.00402$. It exceeds the misfit by about 0.5% of the misfit, a small correction here.

The boundary area per volume falls from 0.10 to 0.02 nm$^{-1}$. The first-order released area fraction is $0.1(0.10-0.02)=0.0080$, twice the linear misfit. The exact geometric value is $0.0080-0.0040^2=0.007984$.

For the stress,

$$
M=\frac{150}{1-0.25}=200\ {\rm GPa},\qquad
\sigma=200(0.0040)=0.80\ {\rm GPa}=800\ {\rm MPa}.
$$

The normal strain is $-2(0.25)(0.80)/150=-0.0027$.

The large-grain limits are a misfit of 0.50% and a stress of 1.0 GPa. Growth to 40 nm gives 0.50 GPa, half of the limit. Growth to 100 nm gives 80% of it, and the further growth from 200 to 500 nm adds just 0.06 GPa. At $L=100$ nm the sensitivity coefficients are $-1.25$ for $L_0$ and $0.25$ for $L$: a small relative error in the initial size matters five times as much as the same relative error in the final size.

## Check with interacting atoms

The geometric derivation takes $\Delta a$ as given and assumes that boundaries act independently. Both points can be examined in a periodic chain of 480 atoms with Morse forces between first and second neighbours. Pairs that lie across a boundary have a shallower well and a longer preferred distance. The chain represents one in-plane direction of a model solid, not a real metal.

Relaxing a separate chain with a single boundary gives an excess width of 0.1537 Morse lengths. Here the Morse length is the preferred distance of a pair inside the crystal, and the Morse depth is the depth of that pair's well. This value is then used to predict what happens when half the boundaries are removed from the long chain. For growth from 20 to 40 atoms per grain, the relaxed lengths give a misfit of 0.003849. The formula agrees to all printed digits, so for these short-range forces the excess widths add as assumed.

Holding the chain at its old length produces a tension of 0.1227 in units of Morse depth per Morse length. The perfect-chain modulus times the misfit gives 0.1268. The actual tension is lower by 3.2% of this linear estimate. When both grain sizes are doubled, the difference falls to 1.6%.

The halving follows from the next order of the force balance. Let $K$ be the perfect-chain modulus, $k$ the tension per unit increase of the excess width, and $\beta$ the coefficient of crystal softening. The tension $t$ and crystal strain $e$ then obey

$$
t=K(e-\beta e^2),\qquad
e\left(1-\frac{\Delta a}{L_0}\right)+\frac{t}{kL}=x.
$$

The second equation says that crystal stretch and boundary opening together make up the misfit. In its small terms, $t$ may be replaced by $Kx$ and $e$ by $x$. This gives

$$
e\simeq x\left(1+\frac{\Delta a}{L_0}-\frac{K}{kL}\right),
$$

and, on insertion into the first equation,

$$
t\simeq Kx\left(1+\frac{\Delta a}{L_0}-\frac{K}{kL}-\beta x\right).
$$

When both sizes are doubled, $x$ is halved, and so is each of the three corrections. In the chain it is the number of atoms per grain that is doubled, so the lengths are doubled only approximately and $x$ falls by a factor 0.502. The numerical error ratio of 0.503 is consistent with this. The calculation does not measure the separate shares of boundary opening and crystal softening. For a real film, $k$ and $\beta$ are further material inputs, so the linear stress should not be quoted to the precision of the geometric misfit.

## When the result fails

The excess must be removed while the film remains clamped and elastic. Plastic flow changes the stress-free length by another route and can relax part of the tension. The product $Mx$ must then be replaced by $M$ times the remaining elastic strain.

Diffusion can also change $C$ by moving atoms from the top surface into the film plane. Let $n$ be the number of layers, treated as an average. Conservation of atoms now reads $nC^2=$ constant, so for small changes

$$
\frac{\delta n}{n}=-2\,\frac{\delta C}{C}.
$$

Removing the whole misfit requires $\delta C=Sx$, and therefore $\delta n/n\simeq-2x$ at leading order. In the example, a loss of about 0.8% of the layers would be enough to remove the tension. A calculation for a film with mobile surface atoms therefore needs a relaxation law in addition to the misfit.

Finally, the excess widths must add. This is not assured when the grain size approaches the width of the disturbed region around a boundary, because $\Delta a$ may then depend on the grain size. The values for the model film and the atomic chain are listed in the numerical output that follows.

## Computed results

```
WORKED EXAMPLE (round model parameters)
boundary excess width Delta a = 0.100 nm
initial grain size L0 = 20 nm
final grain size L = 100 nm
clamped film side S = 2000.0 nm
Young modulus E = 150.0 GPa
Poisson ratio nu = 0.25 (dimensionless)
boundaries per line before growth = 100
boundaries per line after growth = 20
boundary area per volume before = 0.1000 nm^-1
boundary area per volume after = 0.0200 nm^-1
stress-free crystal length C = 1990.000 nm
stress-free side after growth = 1992.000 nm
shortfall of side = 8.000 nm
misfit x = 0.004000 = 0.4000 percent
first-order released area fraction = 0.008000
exact released area fraction = 0.007984
crystal strain, rigid boundaries = 0.004020
biaxial modulus = 200.000 GPa
tensile stress = 0.8000 GPa = 800.0 MPa
strain normal to film = -0.002667
large-grain misfit limit = 0.005000
large-grain stress limit = 1.0000 GPa
FINAL SIZE (nm), MISFIT (percent), STRESS (GPa)
  25  0.1000  0.2000
  40  0.2500  0.5000
 100  0.4000  0.8000
 200  0.4500  0.9000
 500  0.4800  0.9600
ATOMIC CHAIN (reduced units, 480 atoms)
perfect spacing = 0.990857 Morse lengths
relaxed boundary excess = 0.153732 Morse lengths
perfect-chain modulus = 32.9377 depth/length
grain growth: 20 to 40 atoms per grain
  misfit: relaxed 0.00384890, formula 0.00384890
  tension: relaxed 0.122746, linear 0.126774 depth/length
  relative error of tension = -3.177 percent
grain growth: 40 to 80 atoms per grain
  misfit: relaxed 0.00193188, formula 0.00193188
  tension: relaxed 0.062615, linear 0.063632 depth/length
  relative error of tension = -1.599 percent
error ratio after doubling grain sizes = 0.5031
```
